# Real Excitation Energies from a Positive Definite Stability Matrix: a numerical check

```python
# Result under test: let A be Hermitian, B symmetric (n x n), and
#   M = [[A, B], [B*, A*]],  S = diag(1, -1),  H = S M.
# If M is positive definite, all eigenvalues Omega of H (the excitation
# energies) are real and nonzero, come in pairs +-Omega, and the lowest
# positive one lies between the lowest eigenvalue of M and that of A
# (A alone is the Tamm-Dancoff problem).  Without positivity this can fail:
# for n = 1, A = a, B = b, one has Omega^2 = a^2 - |b|^2.
# For invertible M, the number of purely imaginary pairs has the same parity
# as the number of negative eigenvalues of M.  All energies are in eV.
import numpy as np
from scipy import constants
from scipy.linalg import eigh, expm, sqrtm

rng = np.random.default_rng(7)
hbar_eV_s = constants.hbar / constants.e
ZERO = 1e-6  # eV, threshold for calling a computed part of an energy zero


def stability(A, B):
    return np.block([[A, B], [B.conj(), A.conj()]])


def metric(n):
    return np.diag(np.r_[np.ones(n), -np.ones(n)])


def energies(M):
    return np.linalg.eigvals(metric(len(M) // 2) @ M)


def imaginary_pairs(omega):
    chosen = (abs(omega.real) < ZERO) & (abs(omega.imag) > ZERO)
    return int(chosen.sum()) // 2


def random_blocks(n):
    R = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
    Q = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
    return (R + R.conj().T) / 2, (Q + Q.T) / 2


def show(values):
    return " ".join(f"{x:.4f}" for x in values)


# --- Random positive definite matrices: reality, pairing and both bounds ---
floor = 0.1
trials = 300
largest_imag = 0.0
smallest_energy = np.inf
for trial in range(trials):
    n = 1 + trial % 5
    A, B = random_blocks(n)
    A = A + (floor - np.linalg.eigvalsh(stability(A, B))[0]) * np.eye(n)
    omega = energies(stability(A, B))
    largest_imag = max(largest_imag, abs(omega.imag).max())
    smallest_energy = min(smallest_energy, abs(omega).min())
    ordered = np.sort(omega.real)
    assert abs(omega.imag).max() < 1e-8
    assert abs(omega).min() >= floor - 1e-8
    assert (ordered > 0).sum() == n
    assert np.allclose(ordered, -ordered[::-1], atol=1e-8)
    assert ordered[n] <= np.linalg.eigvalsh(A)[0] + 1e-8

# --- Random indefinite matrices: parity of the imaginary pairs ---
odd_cases = even_cases = 0
for trial in range(trials):
    n = 1 + trial % 5
    A, B = random_blocks(n)
    A = A + rng.uniform(-1, 3) * np.eye(n)
    M = stability(A, B)
    negative = int((np.linalg.eigvalsh(M) < 0).sum())
    assert imaginary_pairs(energies(M)) % 2 == negative % 2
    odd_cases += negative % 2
    even_cases += 1 - negative % 2
assert odd_cases > 0 and even_cases > 0

print(f"random positive definite matrices tested: {trials}")
print(f"  lowest eigenvalue of M set to: {floor:.1f} eV")
print(f"  largest |Im Omega| found: {largest_imag:.0e} eV")
print(f"  smallest |Omega| found: {smallest_energy:.4f} eV")
print(f"parity rule, cases with odd number of negatives: {odd_cases}")
print(f"parity rule, cases with even number of negatives: {even_cases}")

# --- The 2x2 problem, with a complex coupling b ---
a = 2.0
print(f"2x2 problem: a = Tamm-Dancoff energy = {a:.1f} eV")
for size in (1.0, 2.0, 3.0):
    b = size * np.exp(0.7j)
    M = stability(np.array([[a]]), np.array([[b]]))
    H = metric(1) @ M
    m_values = np.linalg.eigvalsh(M)
    assert np.allclose(m_values, [a - size, a + size])
    omega_squared = -np.linalg.det(H).real
    print(f"  |b| = {size:.1f} eV: eigenvalues of M = {show(m_values + 0.0)} eV")
    if size == a:
        assert np.allclose(H @ H, 0, atol=1e-12)
        rank = np.linalg.matrix_rank(H, tol=1e-10)
        assert rank == 1
        print(f"    H squared is zero, rank of H = {rank}")
        continue
    omega = np.linalg.eigvals(H)
    assert np.allclose(omega**2, a**2 - size**2)
    assert np.isclose(omega_squared, a**2 - size**2)
    if size < a:
        assert abs(omega.imag).max() < 1e-10
        print(f"    Omega = +- {omega.real.max():.4f} eV")
    else:
        assert abs(omega.real).max() < 1e-10
        gamma = omega.imag.max()
        tau = hbar_eV_s / gamma
        start = np.array([1.0, 0.0])
        late = [np.linalg.norm(expm(-1j * H * k * tau / hbar_eV_s) @ start)
                for k in (10, 11)]
        assert abs(late[1] / late[0] - np.e) < 1e-6
        print(f"    Omega = +- i {gamma:.4f} eV")
        print(f"    growth time hbar/gamma = {tau * 1e15:.4f} fs")

# --- Positivity is not necessary: real energies with M not positive ---
M_neg = stability(np.array([[-2.0]]), np.array([[1.0]]))
omega_neg = energies(M_neg)
assert np.linalg.eigvalsh(M_neg)[-1] < 0 and abs(omega_neg.imag).max() < 1e-10
assert abs(omega_neg).min() > 1
M_ind = stability(np.diag([3.0, -1.0]), np.diag([1.0, 0.5]))
m_ind = np.linalg.eigvalsh(M_ind)
omega_ind = energies(M_ind)
assert m_ind[0] < 0 < m_ind[-1] and abs(omega_ind.imag).max() < 1e-10
assert abs(omega_ind).min() > 0.5
print("real energies without positivity:")
print(f"  a = -2, b = 1 eV: Omega = +- {abs(omega_neg).max():.4f} eV")
print("  A = diag(3, -1), B = diag(1, 0.5) eV:")
print(f"    eigenvalues of M = {show(m_ind)} eV")
print(f"    Omega = {show(np.sort(omega_ind.real))} eV")

# --- Ring model: spin-polarized electrons, complex orbitals, 2 filled ---
site_energy = np.array([-1.5, 1.0, -1.0, 2.0])
hopping, flux_phase, v0, eps = 1.5, np.pi / 2, 3.0, 2.0
h = np.diag(site_energy / 2).astype(complex)
for j in range(4):
    h[j, (j + 1) % 4] -= hopping * np.exp(1j * flux_phase / 4)
h = h + h.conj().T
level, orbital = np.linalg.eigh(h)
filled, empty = orbital[:, :2], orbital[:, 2:]
separation = abs(np.subtract.outer(np.arange(4), np.arange(4)))
separation = np.minimum(separation, 4 - separation)
v = v0 / (1.0 + separation)


def bracket(p, q, U, r, s):
    return np.einsum("ip,jq,ij,ir,js->pqrs", p.conj(), q.conj(), U, r, s)


def pair_blocks(W):
    gaps = (level[2:, None] - level[None, :2]).ravel()
    A = (bracket(empty, filled, v, filled, empty).transpose(0, 2, 3, 1)
         - bracket(empty, filled, W, empty, filled).transpose(0, 3, 2, 1))
    B = (bracket(empty, empty, v, filled, filled).transpose(0, 2, 1, 3)
         - bracket(empty, empty, W, filled, filled).transpose(0, 3, 1, 2))
    return A.reshape(4, 4) + np.diag(gaps), B.reshape(4, 4)


# For W = v, compare M with the curvature of the Hartree-Fock energy.  The
# one-body part is chosen so that h is the self-consistent Fock matrix.
D0 = filled @ filled.conj().T
one_body = h - np.diag(v @ np.diag(D0).real) + v * D0


def hartree_fock_energy(D):
    density = np.diag(D).real
    return (np.trace(one_body @ D).real + 0.5 * density @ v @ density
            - 0.5 * np.sum(v * abs(D) ** 2))


M_hf = stability(*pair_blocks(v))
step = 1e-3
for _ in range(5):
    x = rng.normal(size=(2, 2)) + 1j * rng.normal(size=(2, 2))
    x /= np.linalg.norm(x)
    kappa = empty @ x @ filled.conj().T
    kappa = kappa - kappa.conj().T
    E = []
    for s in (-step, 0.0, step):
        rotated = expm(s * kappa) @ filled
        E.append(hartree_fock_energy(rotated @ rotated.conj().T))
    curvature = (E[0] - 2 * E[1] + E[2]) / step**2
    z = np.r_[x.ravel(), x.ravel().conj()]
    # tolerance covers the O(step^2) error of the finite difference
    assert abs(curvature - (z.conj() @ M_hf @ z).real) < 1e-4

A, B = pair_blocks(v / eps)
assert np.allclose(A, A.conj().T) and np.allclose(B, B.T)
assert abs(B.imag).max() > 1e-3 or abs(A.imag).max() > 1e-3
M, S = stability(A, B), metric(4)
m_values, tda = np.linalg.eigvalsh(M), np.linalg.eigvalsh(A)
assert m_values[0] > 0
omega, vectors = np.linalg.eig(S @ M)
assert abs(omega.imag).max() < 1e-9
root = sqrtm(M)
symmetric_form = root @ S @ root
symmetric_form = (symmetric_form + symmetric_form.conj().T) / 2
assert np.allclose(np.sort(omega.real), np.linalg.eigvalsh(symmetric_form))
full = np.sort(omega.real)[4:]
assert np.isclose(1 / full[0], eigh(S, M, eigvals_only=True)[-1])
assert m_values[0] <= full[0] <= tda[0]
for energy, z in zip(omega.real, vectors.T):
    assert np.sign((z.conj() @ S @ z).real) == np.sign(energy)
    partner = np.r_[z[4:], z[:4]].conj()
    assert np.allclose(S @ M @ partner, -energy * partner, atol=1e-8)

gap = level[2] - level[1]
print(f"ring: site energies = {show(site_energy)} eV")
print(f"  hopping = {hopping:.1f} eV, total flux phase = {flux_phase:.4f} rad")
print(f"  v at zero distance = {v0:.1f} eV, screening divisor = {eps:.1f}")
print(f"  orbital energies = {show(level)} eV")
print(f"  quasiparticle gap = {gap:.4f} eV")
print(f"  eigenvalues of M = {show(m_values)} eV")
print(f"  Tamm-Dancoff energies = {show(tda)} eV")
print(f"  full positive energies = {show(full)} eV")
print(f"  lowest: Tamm-Dancoff minus full = {tda[0] - full[0]:.4f} eV")

# --- Rigid reduction of the gap until positivity is lost ---
critical = m_values[0]
upper = min(m_values[1], tda[0])
assert upper - critical > 1e-3
beyond = (critical + upper) / 2
print(f"  critical gap reduction = {critical:.4f} eV")
print(f"  reduction where Tamm-Dancoff reaches zero = {tda[0]:.4f} eV")
for reduction in (0.9 * critical, beyond):
    A_new = A - reduction * np.eye(4)
    M_new = stability(A_new, B)
    lowest_m = np.linalg.eigvalsh(M_new)[0]
    tda_new = np.linalg.eigvalsh(A_new)[0]
    omega = energies(M_new)
    pairs = imaginary_pairs(omega)
    assert tda_new > 0
    print(f"  gap reduced by {reduction:.4f} eV to {gap - reduction:.4f} eV:")
    print(f"    lowest eigenvalue of M = {lowest_m:.4f} eV")
    print(f"    lowest Tamm-Dancoff energy = {tda_new:.4f} eV")
    if reduction < critical:
        assert lowest_m > 0 and abs(omega.imag).max() < 1e-8
        print(f"    lowest full energy = {abs(omega).min():.4f} eV")
    else:
        assert lowest_m < 0 and pairs == 1
        rate = omega.imag.max()
        others = np.sort(omega.real[abs(omega.imag) < ZERO])
        assert len(others) == 6
        print(f"    imaginary pairs = {pairs}, Omega = +- i {rate:.4f} eV")
        print(f"    other positive energies = {show(others[3:])} eV")
        print(f"    growth time = {hbar_eV_s / rate * 1e15:.4f} fs")
# At the critical reduction itself a zero energy appears.
H_critical = S @ (M - critical * np.eye(8))
assert np.linalg.svd(H_critical, compute_uv=False)[-1] < 1e-10

print("tests ok")
```

Running it gives:

```
random positive definite matrices tested: 300
  lowest eigenvalue of M set to: 0.1 eV
  largest |Im Omega| found: 9e-15 eV
  smallest |Omega| found: 0.2157 eV
parity rule, cases with odd number of negatives: 155
parity rule, cases with even number of negatives: 145
2x2 problem: a = Tamm-Dancoff energy = 2.0 eV
  |b| = 1.0 eV: eigenvalues of M = 1.0000 3.0000 eV
    Omega = +- 1.7321 eV
  |b| = 2.0 eV: eigenvalues of M = 0.0000 4.0000 eV
    H squared is zero, rank of H = 1
  |b| = 3.0 eV: eigenvalues of M = -1.0000 5.0000 eV
    Omega = +- i 2.2361 eV
    growth time hbar/gamma = 0.2944 fs
real energies without positivity:
  a = -2, b = 1 eV: Omega = +- 1.7321 eV
  A = diag(3, -1), B = diag(1, 0.5) eV:
    eigenvalues of M = -1.5000 -0.5000 2.0000 4.0000 eV
    Omega = -2.8284 -0.8660 0.8660 2.8284 eV
ring: site energies = -1.5000 1.0000 -1.0000 2.0000 eV
  hopping = 1.5 eV, total flux phase = 1.5708 rad
  v at zero distance = 3.0 eV, screening divisor = 2.0
  orbital energies = -3.0180 -1.6385 1.8161 3.3404 eV
  quasiparticle gap = 3.4546 eV
  eigenvalues of M = 2.7500 2.8148 4.1384 4.2057 4.5827 4.6331 5.6363 5.8005 eV
  Tamm-Dancoff energies = 2.7871 4.3232 4.4558 5.7147 eV
  full positive energies = 2.7859 4.3172 4.4502 5.7136 eV
  lowest: Tamm-Dancoff minus full = 0.0012 eV
  critical gap reduction = 2.7500 eV
  reduction where Tamm-Dancoff reaches zero = 2.7871 eV
  gap reduced by 2.4750 eV to 0.9796 eV:
    lowest eigenvalue of M = 0.2750 eV
    lowest Tamm-Dancoff energy = 0.3121 eV
    lowest full energy = 0.3070 eV
  gap reduced by 2.7686 eV to 0.6861 eV:
    lowest eigenvalue of M = -0.0185 eV
    lowest Tamm-Dancoff energy = 0.0185 eV
    imaginary pairs = 1, Omega = +- i 0.0294 eV
    other positive energies = 1.5372 1.6717 2.9438 eV
    growth time = 22.3596 fs
tests ok
```
